# Semilocal and exact exchange in the longitudinal polarizability of hydrogen chains, part 2

Closed-shell chains (H$_2$)$_N$ have bonds alternating between 2 and 3 bohr (Hartree atomic units, aug-cc-pVDZ). A field $F$ adds $+Fz$ to an electron's energy; $\alpha=-\int z\,n^{(1)}d^3r$, where $(1)$ means $d/dF$ at $F=0$. Relative to Hartree-Fock (HF), LDA exchange and the PBE functional overestimate $\alpha$ increasingly with length; the optimized effective potential (OEP) of exact exchange does not. CCSD is the coupled-cluster reference. In long gapped chains, semilocal $v^{(1)}$ averages to zero over interior units.

Real orbitals $\varphi_i$ (occupied) and $\varphi_a$ (empty) have energies $\varepsilon$; $n=2n_\sigma$, $n_\sigma=\sum_i\varphi_i^2$. The Kohn-Sham potential changes by $v_s^{(1)}=z+v_H^{(1)}+v_x^{(1)}$ ($v_H$ Hartree; LDA: $v_x^{(1)}=f_xn^{(1)}$), and

$$\alpha=\alpha_0+c[v_H^{(1)}]+c[v_x^{(1)}],\qquad c[v]=4\sum_{ia}\frac{z_{ia}v_{ia}}{\varepsilon_a-\varepsilon_i},\qquad \alpha_0=c[z].$$

Subscripts on $c$ name the potential part. Also $c[v]=-\int\tilde n\,v\,d^3r$, with $\tilde n$ the density $z$ alone would induce.

With the Fock exchange operator $\hat K$ (sign included), the OEP satisfies

$$\sum_i\psi_i\varphi_i=0,\qquad \psi_i=\sum_{p\neq i}\varphi_p\frac{w_{pi}}{\varepsilon_i-\varepsilon_p},\qquad w_{pi}=\langle p|v_x-\hat K|i\rangle ,$$

$$v_x=\underbrace{\frac{1}{n_\sigma}\sum_i\varphi_i\hat K\varphi_i}_{v_S}+\underbrace{\frac1{n_\sigma}\sum_iw_i\varphi_i^2-\frac1{n_\sigma}\sum_i\nabla\cdot(\psi_i\nabla\varphi_i)}_{v_R}.$$

Here $v_S$ is the Slater (exchange-hole) potential, $v_R$ the response potential, $w_i=w_{ii}$ and $w_{\rm HOMO}=0$. KLI drops the divergence term.

H$_4$ has occupied $\varphi_g$ (even) and $\varphi_u$ (odd, highest), $\langle g|z|u\rangle>0$, and unit orbitals $L,R=(\varphi_g\mp\varphi_u)/\sqrt2$. With $\chi$ the empty components,

$$\varphi_g^{(1)}=\lambda\varphi_u+\chi_g,\qquad\varphi_u^{(1)}=-\lambda\varphi_g+\chi_u,\qquad\lambda=-\frac{\langle u|v_s^{(1)}|g\rangle}{\Delta_{\rm KS}},\qquad\Delta_{\rm KS}=\varepsilon_u-\varepsilon_g .$$

The KLI $v_R^{(1)}$ contains the step $2\lambda w_g\varphi_g\varphi_u/n_\sigma$, with $\lambda<0$, $w_g=\Delta_{\rm Fock}-\Delta_{\rm KS}>0$ ($\Delta_{\rm Fock}$: splitting of Fock-operator averages $\langle\hat F\rangle$). Its matrix element is $\langle g|v_R^{(1)}|u\rangle\approx2\lambda w_gI$, $I=\int\varphi_g^2\varphi_u^2/n_\sigma\,d^3r=0.4539$. The full value, $-0.526$ bohr, opposes the external 2.438. The table's "closure" is $\lambda\approx-d_{\rm eff}/(\Delta_{\rm KS}+2Iw_g)$, $d_{\rm eff}=\langle g|z+v_H^{(1)}+v_S^{(1)}|u\rangle$.

The question now is whether the step is real, since $\lambda$ cancels in the density, the exact potential is a density functional, and KLI is approximate.

**A.** The density fixes $v_s$ up to a constant, and $v_s^{(1)}$ fixes $\lambda$, so there is no contradiction. The drop of $v_s$ between the units is encoded in $n^{(1)}$, but not in its value and derivatives at one point, which is all that a semilocal potential reads.

The exact equation contains the same term and a second one of the same shape, and whether a step survives depends on their sum. The occupied components of the shifts are $\psi_g\ni\kappa\varphi_u$ and $\psi_u\ni-\kappa\varphi_g$ with $\kappa=w_{gu}/(\varepsilon_g-\varepsilon_u)$. In the divergence the gradient products cancel, and $\nabla^2\varphi_i=2(v_s-\varepsilon_i)\varphi_i$ gives

$$\kappa\,[\varphi_u\nabla^2\varphi_g-\varphi_g\nabla^2\varphi_u]=2\kappa(\varepsilon_u-\varepsilon_g)\varphi_g\varphi_u=-2w_{gu}\varphi_g\varphi_u .$$

With the minus sign in front of the divergence, $v_R$ contains $\sum_{ij}w_{ij}\varphi_i\varphi_j/n_\sigma$ over all occupied pairs, a form unchanged by rotations among occupied orbitals. Its step term is $2(\lambda w_g+w_{gu}^{(1)})\varphi_g\varphi_u/n_\sigma$, with $w_g=w_{gg}-w_{uu}$. Because of this invariance the mixing alone cannot produce the step: differentiating $w_{gu}=\langle g|v_x-\hat K|u\rangle$ with the field-dependent orbitals gives $w_{gu}^{(1)}=-\lambda w_g+\langle g|(v_x-\hat K)^{(1)}|u\rangle+\langle\chi_g|v_x-\hat K|u\rangle+\langle g|v_x-\hat K|\chi_u\rangle$, so the explicit $\lambda w_g$ cancels in the sum. That the exact potential still has a step against the field is a computed result for these chains, not a consequence of the formula.

The OEP is computed as the KLI form plus $\sum_tb_tg_t(\mathbf r)$, with spherical Gaussians $g_t$ on the axis. The $b_t$ solve the OEP equation multiplied by each $g_t$ and integrated, with a penalty $10^{-4}\int|\nabla\sum_tb_tg_t|^2$ that suppresses components the finite orbital basis cannot determine. Its energy lies between HF and KLI as tested: $-2.17319<-2.17209<-2.17181$ Ha in H$_4$. There $\lambda w_g=(-18.07)(0.0307)=-0.555$ and $w_{gu}^{(1)}=-0.228$ bohr have the same sign. Borrowing $I$ from KLI, $2I(-0.555-0.228)=-0.71$ bohr, against the computed $-0.743$; the estimate leaves out the empty components of $\psi_i$ and of the orbital changes, whose sizes were not computed. A tenfold smaller penalty changes $-0.743$ to $-0.754$ and $\alpha$ from 32.20 to 32.17. Other sets of Gaussians lower the energy by up to $2\times10^{-4}$ Ha and give steps of $-0.73$ to $-0.74$ and $\alpha$ of 32.0 to 32.2, so the step deserves two figures, about 30 % of the external drop.

**Q.** What happens along a longer chain?

**A.** Diagonalizing $z$ within the occupied space gives one orbital per unit, which for H$_4$ are $L$ and $R$. The averages of $v^{(1)}$ over these orbitals in H$_8$, in bohr, are:

| part | unit 1 | unit 2 | unit 3 | unit 4 |
|---|---|---|---|---|
| $z$ (KLI orbitals) | −7.43 | −2.49 | 2.49 | 7.43 |
| Hartree (KLI) | 1.51 | 0.46 | −0.46 | −1.51 |
| LDA exchange | −0.143 | −0.034 | 0.034 | 0.143 |
| PBE | −0.135 | −0.031 | 0.031 | 0.135 |
| $v_S$ (KLI) | −0.097 | −0.027 | 0.027 | 0.097 |
| $v_R$ (KLI) | 1.98 | 0.70 | −0.70 | −1.98 |
| $v_x$ (OEP, total) | 2.81 | 1.01 | −1.01 | −2.81 |

The exact-exchange potential is a staircase against the field. Its central step of 2.02 cancels about 40 % of the external 4.98, a larger fraction than in H$_4$, and within KLI the response term exceeds the Hartree screening. The Slater part and the semilocal potentials run with the field and are small: the central LDA step is 0.068, about 1.4 % of the external drop. It is not zero, but it is smaller than the outer steps of 0.109, in line with the argument that interior averages vanish in a long chain. Four units do not establish the limit of either slope for infinite length.

**Q.** Does the missing term account for the overestimate?

**A.** Compare LDA exchange with KLI. The term accounts for less than half of the difference $\alpha_{\rm LDA}-\alpha_{\rm KLI}$ in these chains, but for most of the growth of the ratio $\alpha_{\rm LDA}/\alpha_{\rm KLI}$ with length. Both shares depend on the measure: of the logarithm of the ratio itself the term carries $\ln1.162/\ln1.325=0.53$ in H$_8$, with the factors tabulated below. Fix the KLI ground-state potential and choose what responds to the field: the hole part as $v_S$ (label S) or as the LDA potential change (label LDA), with $v_R$ either responding (+R) or frozen. These mixtures are diagnostics and do not derive from an energy functional. For H$_8$ the path from full LDA to KLI is

$$120.70\ \to\ 95.90\ [{\rm LDA}]\ \to\ 82.51\ [{\rm LDA{+}R}]\ \to\ 91.07\ [{\rm S{+}R}].$$

Replacing the ground-state potential removes 24.80, the response term removes 13.39, and the Slater hole response adds 8.56 back. The share of $v_R$ is $13.39/29.63=0.45$, and 0.37 in H$_4$. The successive ratios multiply to $\alpha_{\rm LDA}/\alpha_{\rm KLI}$:

| | $f_{\rm gs}$ | $f_R$ | $f_{\rm hole}$ | $f_{\rm gs}f_{\rm hole}$ | total |
|---|---|---|---|---|---|
| H$_2$ | 1.195 | 1.000 | 0.929 | 1.111 | 1.111 |
| H$_4$ | 1.203 | 1.076 | 0.920 | 1.107 | 1.191 |
| H$_8$ | 1.259 | 1.162 | 0.906 | 1.140 | 1.325 |

The ground-state factor is the largest, but it is present already in H$_2$, and the product $f_{\rm gs}f_{\rm hole}$ stays within 3 % of its H$_2$ value. The growth from H$_2$ to H$_8$ is carried by $f_R$ to the fraction $\ln1.162/\ln(1.325/1.111)=0.85$. For H$_4$ the fraction is 1.05, above one because $f_{\rm gs}f_{\rm hole}$ falls slightly. Switching $v_R$ with the Slater hole instead gives 1.070 and 1.149, so the factor depends little on which hole response accompanies it; switching $v_R$ on the LDA ground state was not tested. In H$_4$ the field-free KLI term $v_R=w_g\varphi_g^2/n_\sigma$ also peaks at $w_g$ on the nodal plane of $\varphi_u$, and it is near $w_g/2$ on the units, where $\varphi_g^2/n_\sigma\approx\tfrac12$. This adds about 0.015 Ha to the much larger rise that both the LDA potential and $v_S$ have in the low-density gap between the units. This term is only part of the cause of the rise of $f_{\rm gs}$ with length, since a ground state built from the Slater potential alone also gives a larger factor in H$_8$ than in H$_2$; its share is not isolated here.

**Q.** The step in H$_4$ is 0.526 against a Hartree 0.755, yet $c_R=-3.37$ against $c_H=-36.82$. And the OEP has the larger step but the smaller $|c_R|$. Why?

**A.** The step is an occupied-occupied matrix element, while $c$ is built from occupied-empty ones. A potential that is flat on each unit, $+s$ on the left and $-s$ on the right, gives $c=-\int\tilde nv=-2s\tilde q$, where $\tilde q$ is the net charge of $\tilde n$ on the left. It ignores polarization within a unit, on which the Hartree term acts strongly: $c_H=-13.98$ already in H$_2$. The step resists only the transfer of charge between units, and H$_2$ has none.

The second observation is correct: $c_R$ is $-2.58$ (OEP) against $-3.37$ (KLI) in H$_4$, and $-13.74$ against $-17.64$ in H$_8$. The OEP values hold for this set of Gaussians. In H$_4$ a tenfold smaller penalty leaves $c_R$ at $-2.58$, but other sets move it as far as $-2.1$, much more than they move the step, so only the ordering should be relied on; in H$_8$ neither choice was varied. The lower OEP polarizability appears in $\alpha_0$, 131.42 against 147.31 in H$_8$, which is a property of the field-free potential. The statement that KLI is too high because its step is too low is therefore not supported by this decomposition. A smaller $\tilde q$ in the OEP ground state cannot be the main reason. In the flat-step formula $\tilde q$ would have to fall to $(2.58/3.37)(0.526/0.743)=0.54$ of its KLI value in H$_4$, while $\tilde q$, taken with a smooth partition at the midplane, falls only from 4.1 to 3.7 and $\alpha_0$ by 5 % (up to 7 % with other sets of Gaussians). The flat-step formula is itself rough: it gives $-4.3$ for KLI against $-3.37$, and $-5.5$ for the OEP against $-2.58$. Both response potentials therefore vary within each unit in a way that assists the field, the OEP one more strongly; this part was not isolated. The switching table refers to KLI, which itself lies 10 % above HF in H$_8$.

**Q.** Where does this picture stop being valid?

**A.** It is linear response in the orbital mixing and needs $|\lambda F|\ll1$. At the field used, $2.5\times10^{-4}$, $|\lambda F|$ is 0.005 in H$_4$. When the units are pulled apart, $\Delta_{\rm KS}$ shrinks, the orbitals localize in weak fields, and the KLI formula linear in $\lambda$ no longer applies. The periodicity argument for semilocal potentials needs a gap and fails for a metallic chain with equal bonds. Finally, the term found here is exchange between closed shells in a spin-restricted determinant. It is absent for a single pair, so any counteracting exchange-correlation potential across a stretched H$_2$ bond would have to come from correlation, which this treatment omits. Even at the present geometry exact exchange leaves H$_4$ at about 32 bohr$^3$, about 8 % above CCSD in aug-cc-pVDZ and 8.5 to 9 % in the larger basis.

## Table of computed values

```
bonds 2 and 3 bohr, aug-cc-pVDZ, field F = 2.5e-04 au, OEP penalty 1e-4
H2 alpha (bohr^3): HF 11.91 OEP 11.91 KLI 11.91 LDAx 13.24 PBE 12.07
H4 alpha (bohr^3): HF 31.97 OEP 32.20 KLI 33.18 LDAx 39.52 PBE 36.09
H8 alpha (bohr^3): HF 82.69 OEP 83.22 KLI 91.07 LDAx 120.70 PBE 108.78
H8 grid errors: electrons -1.3e-05, exchange energy 5.9e-06 Ha
alpha OEP/HF for H2 H4 H8: +1.000 +1.007 +1.006
alpha KLI/HF for H2 H4 H8: +1.000 +1.038 +1.101
alpha LDAx/HF for H2 H4 H8: +1.111 +1.236 +1.460
alpha PBE/HF for H2 H4 H8: +1.013 +1.129 +1.316
H4 energy HF OEP KLI (Ha): -2.17319 -2.17209 -2.17181
H8 energy HF OEP KLI (Ha): -4.34015 -4.33687 -4.33568
H4 pyscf alpha (bohr^3): CCSD 29.71 RHF 31.99 PBE 36.10
H4 alpha (A^3): CCSD 4.40 HF 4.74 OEP 4.77 KLI 4.92 LDAx 5.86 PBE 5.35
H4 LDAx: relative rms of v1 - f_x n1 = 2.1e-06
H2 KLI (bohr^3): alpha0 18.91 c_H -13.98 c_x +6.99 = c_S +6.99 c_R +0.00
H2 LDAx (bohr^3): alpha0 22.68 c_H -14.89 c_x +5.44
H2 PBE (bohr^3): alpha0 20.74 c_H -14.23 c_x +5.56
H4 OEP (bohr^3): alpha0 52.39 c_H -35.61 c_x +15.41 = c_S +18.00 c_R -2.58
H4 KLI (bohr^3): alpha0 55.13 c_H -36.82 c_x +14.87 = c_S +18.24 c_R -3.37
H4 LDAx (bohr^3): alpha0 68.60 c_H -42.85 c_x +13.77
H4 PBE (bohr^3): alpha0 61.94 c_H -40.01 c_x +14.17
H8 OEP (bohr^3): alpha0 131.42 c_H -79.34 c_x +31.14 = c_S +44.89 c_R -13.74
H8 KLI (bohr^3): alpha0 147.31 c_H -85.16 c_x +28.92 = c_S +46.55 c_R -17.64
H8 LDAx (bohr^3): alpha0 194.32 c_H -107.32 c_x +33.69
H8 PBE (bohr^3): alpha0 171.35 c_H -97.64 c_x +35.07
H2 KLI ground state alpha (bohr^3): S+R 11.91 S 11.91 LDA+R 11.07 LDA 11.07
H4 KLI ground state alpha (bohr^3): S+R 33.18 S 35.49 LDA+R 30.54 LDA 32.85
H8 KLI ground state alpha (bohr^3): S+R 91.07 S 104.67 LDA+R 82.51 LDA 95.90
H2 LDAx/KLI 1.111: f_gs 1.195 f_R 1.000 f_hole 0.929; f_gs*f_hole 1.111 f_R' 1.000
H4 LDAx/KLI 1.191: f_gs 1.203 f_R 1.076 f_hole 0.920; f_gs*f_hole 1.107 f_R' 1.070
H8 LDAx/KLI 1.325: f_gs 1.259 f_R 1.162 f_hole 0.906; f_gs*f_hole 1.140 f_R' 1.149
H4 share of v_R: in alpha(LDAx)-alpha(KLI) 0.37, in growth of ln(LDAx/KLI) from H2 1.05
H8 share of v_R: in alpha(LDAx)-alpha(KLI) 0.45, in growth of ln(LDAx/KLI) from H2 0.85
H4 unit averages v1 KLI z (Ha per au field): -2.438 +2.438
H4 unit averages v1 KLI H (Ha per au field): +0.755 -0.755
H4 unit averages v1 LDAx x (Ha per au field): -0.086 +0.086
H4 unit averages v1 PBE x (Ha per au field): -0.083 +0.083
H4 unit averages v1 KLI S (Ha per au field): -0.062 +0.062
H4 unit averages v1 KLI R (Ha per au field): +0.526 -0.526
H4 unit averages v1 OEP R (Ha per au field): +0.743 -0.743
H4 unit averages v1 OEP x (Ha per au field): +0.701 -0.701
H8 unit averages v1 KLI z (Ha per au field): -7.426 -2.489 +2.489 +7.426
H8 unit averages v1 KLI H (Ha per au field): +1.512 +0.463 -0.463 -1.512
H8 unit averages v1 LDAx x (Ha per au field): -0.143 -0.034 +0.034 +0.143
H8 unit averages v1 PBE x (Ha per au field): -0.135 -0.031 +0.031 +0.135
H8 unit averages v1 KLI S (Ha per au field): -0.097 -0.027 +0.027 +0.097
H8 unit averages v1 KLI R (Ha per au field): +1.982 +0.695 -0.695 -1.982
H8 unit averages v1 OEP R (Ha per au field): +2.860 +1.019 -1.019 -2.860
H8 unit averages v1 OEP x (Ha per au field): +2.805 +1.009 -1.009 -2.805
H4 KLI e_g -0.5355 e_u -0.4746; <F>_g -0.5649 <F>_u -0.4746 (Ha)
H4 splitting KS 0.0610 Fock 0.0903 HF 0.0862; w_g 0.0293 (Ha)
H4 lambda (per au field): finite -19.988 perturbative -19.989 closure -19.920
H4 I 0.4539; <g|v1|u>: z 2.438 H -0.755 S 0.062 d_eff 1.745 (bohr)
H4 <g|vR1|u> (bohr): finite -0.526 first order -0.526 leading -0.532
H4 step of v_R over external drop: KLI -0.216 OEP -0.303
H4 OEP w_g 0.0307 Ha, lambda -18.072, dw_gu/dF -0.228 bohr
H4 OEP penalty 1e-5: alpha 32.17 bohr^3, v_R averages +0.754 -0.754
```
